# Why Visible Raman Light Can Hide a Thin Strained Silicon Layer

**Q:** Suppose a 15 nm layer of strained silicon is bonded directly to an unstrained silicon wafer. I illuminate it with blue light and see one Raman line, almost where unstrained silicon should be. Has the layer relaxed?

**A:** That spectrum does not settle it. We first need to know how much of the collected light comes from the layer.

Let light enter and leave along the surface normal, and let $z$ be the depth. I define $d$ as the depth at which the light *intensity* has fallen by a factor $e$. For now I assume that laser and scattered light have the same $d$, that layer and wafer have equal refractive index and Raman efficiency, and that the wafer is much thicker than $d$.

The laser reaches depth $z$ with relative intensity $e^{-z/d}$. Light scattered there is attenuated by the same factor on its way out. The signal per unit depth is therefore

$$s(z)=s_0\,e^{-z/d}\,e^{-z/d}=s_0\,e^{-2z/d}.$$

Surface transmission multiplies every depth equally and is contained in $s_0$. A layer of thickness $t$ contributes

$$\int_0^t s\,dz=\frac{s_0d}{2}\left(1-e^{-2t/d}\right),\qquad \int_0^\infty s\,dz=\frac{s_0d}{2},$$

so its share of the integrated signal is

$$w=1-e^{-2t/d}.$$

Take $d=500$ nm, a rough value for silicon at a wavelength of 460 nm. Then $2t/d=30/500=0.060$ and $w=5.8\%$. Counting one passage only would give 3.0%. For $t\ll d$ the share is nearly $2t/d$, proportional to thickness.

**Q:** Six percent is small, but not zero. If I fit one line, will the strain I read be six percent of the true strain?

**A:** For small strain, yes; for larger strain it is less. Let $\epsilon$ be the biaxial strain, positive in tension, and let $D=b\epsilon$ be the displacement of the layer's line. I take $b=-800$ cm$^{-1}$ per unit strain as a rough material input, so tension lowers the frequency. Measure $x$ from the wafer line and give both lines the same Lorentzian shape of unit area,

$$L(x)=\frac{1}{\pi}\frac{g}{x^2+g^2},\qquad G=2g,$$

where $G$ is the full width at half maximum. The spectrum is

$$S(x)=(1-w)L(x)+wL(x-D).$$

Fit it by unweighted least squares with $A\,L_\gamma(x-c)$, where $L_\gamma$ is a Lorentzian of unit area and full width $\gamma$, and the area $A$, the width $\gamma$ and the centre $c$ are free. Setting the derivative with respect to $c$ to zero gives

$$\int\left[S(x)-A L_\gamma(x-c)\right]L_\gamma'(x-c)\,dx=0.$$

The term with $A$ vanishes, because $L_\gamma L_\gamma'$ is odd about $c$. What remains is

$$(1-w)\int L(x)L_\gamma'(x-c)\,dx+w\int L(x-D)L_\gamma'(x-c)\,dx=0.$$

Now work to first order in $w$. Both $c$ and $\gamma-G$ are of order $w$. In the first integral, expand $L_\gamma'(x-c)\approx L_\gamma'(x)-cL_\gamma''(x)$. The leading part integrates to zero by parity for any $\gamma$, so the change of width does not matter at this order. Integration by parts turns the second part into $+c\int L'^2dx$. In the second integral, which already carries a factor $w$, we set $c=0$ and $\gamma=G$. Thus

$$c=-w\,\frac{\int L(x-D)L'(x)\,dx}{\int L'(x)^2\,dx}.$$

**Q:** Can those integrals be done in closed form?

**A:** Yes, through the overlap $R(D)=\int L(x)L(x-D)\,dx$. The Fourier transform of $L$ is $e^{-g|k|}$. The overlap has the transform $e^{-2g|k|}$, so it is a Lorentzian of half width $2g=G$:

$$R(D)=\frac{1}{\pi}\frac{G}{D^2+G^2},\qquad R'(D)=-\frac{2G}{\pi}\frac{D}{(D^2+G^2)^2}.$$

Differentiating under the integral and integrating by parts gives

$$R'(D)=-\int L(x)L'(x-D)\,dx=\int L'(x)L(x-D)\,dx.$$

This is the numerator. A second derivative gives $R''(0)=-\int L'^2dx$. From the explicit $R'$, we have $R''(0)=-2/(\pi G^3)$, so the denominator is $2/(\pi G^3)$. Hence

$$c=-w\,R'(D)\,\frac{\pi G^3}{2}=\frac{wD}{\left[1+(D/G)^2\right]^2}.$$

For $|D|\ll G$ this is $wD$, the weighted mean you expected. For $|D|\gg G$ it tends to $wG^4/D^3$: the layer line has moved so far away that it hardly pulls on the fit.

**Q:** Then a more strongly strained layer could look less strained?

**A:** In such a fit, yes. Put $u=|D|/G$. The derivative of $u(1+u^2)^{-2}$ is $(1-3u^2)(1+u^2)^{-3}$, which vanishes at $u=1/\sqrt3$. The largest reported shift is, to first order in $w$,

$$|c|_{\max}=\frac{1}{\sqrt3}\left(\frac34\right)^2wG=\frac{3\sqrt3}{16}\,wG.$$

With $G=3.5$ cm$^{-1}$ this is $0.325\times0.0582\times3.5=0.066$ cm$^{-1}$. A full nonlinear fit to noiseless spectra, sampled every 0.2 cm$^{-1}$ out to 60 cm$^{-1}$ on either side, gives 0.072 cm$^{-1}$. The difference comes from higher orders in $w$. Such fits give, with the same $w$ and $G$ in every simulated spectrum:

| True strain (%) | True shift (cm$^{-1}$) | Fitted shift (cm$^{-1}$) | Reported strain (%) |
|---|---|---|---|
| 0.1 | −0.8 | −0.043 | 0.005 |
| 0.2 | −1.6 | −0.068 | 0.008 |
| 0.5 | −4.0 | −0.051 | 0.006 |
| 1.0 | −8.0 | −0.014 | 0.002 |

The largest strain reported by this unweighted fit is 0.009%. If warming moves the line by roughly −0.02 cm$^{-1}$ per kelvin, laser heating of about 4 K imitates the corresponding shift. A fitted line close to the unstrained position is therefore compatible with no strain and with one percent strain. The numbers depend on how the channels are weighted. A one-line fit by Poisson maximum likelihood gives the tails more weight: its shift is largest, 0.11 cm$^{-1}$ or 0.014% strain, near 0.5% true strain, and is still −0.088 cm$^{-1}$ at 1%. The reported strain remains a small fraction of the true one.

**Q:** At one percent the lines are 8 cm$^{-1}$ apart, more than twice their width. Surely I would see the second one?

**A:** You would, if the noise is low enough, but it is close to the limit. The two lines have equal widths, so their heights are in the ratio

$$r=\frac{w}{1-w}=0.062.$$

At the position of the layer line, the wafer's own tail still has the relative height $1/[1+(8/1.75)^2]=0.046$. The small line stands on a tail of similar size.

To find when a separate maximum appears, measure distance from the wafer line towards the layer line in units of $g$ and call it $q$. Let $\Delta=|D|/g$ and $s=\Delta-q$. Relative to the wafer peak, the spectrum is

$$f(q)=\frac{1}{1+q^2}+\frac{r}{1+s^2},\qquad \frac{df}{dq}=-\frac{2q}{(1+q^2)^2}+\frac{2rs}{(1+s^2)^2}.$$

A second maximum requires $f$ to rise again somewhere. The positive term is greatest at $s=1/\sqrt3$, where it equals $3\sqrt3\,r/8$. The falling tail has a slope of magnitude less than $2/q^3$. It is therefore sufficient that $3\sqrt3\,r/8\ge2/q^3$ at $q=\Delta-1/\sqrt3$, or

$$|D|\ge g\left[\left(\frac{16}{3\sqrt3\,r}\right)^{1/3}+\frac{1}{\sqrt3}\right].$$

This gives 7.45 cm$^{-1}$. The condition is sufficient but not necessary, since it overestimates the tail's slope and fixes $s$. A bisection on the spectrum itself puts the threshold at 7.0 cm$^{-1}$, or 0.87% strain. Below that value this model spectrum has one maximum, with the layer present only as an asymmetry.

**Q:** Is the information lost below the threshold?

**A:** No. The asymmetry can be fitted with two lines, but photon noise sets a price. Let $\mu_i$ be the expected count in channel $i$ and $n_i$ the recorded count. For Poisson statistics the logarithm of the likelihood is $\sum_i(n_i\ln\mu_i-\mu_i)$ plus a constant. Its derivative with respect to a parameter $\theta_a$ is $\sum_i(n_i/\mu_i-1)\,\partial_a\mu_i$. Since the variance of $n_i$ is $\mu_i$, the covariance of these derivatives is

$$F_{ab}=\sum_i\frac{1}{\mu_i}\frac{\partial\mu_i}{\partial\theta_a}\frac{\partial\mu_i}{\partial\theta_b}.$$

The inverse of $F$ gives the parameter variances of an efficient fit when errors are small. I let total intensity, wafer position, common width, $w$ and $D$ all be unknown, and assume no background. Evaluating $F$ on the same channels, a 10% standard error in $D$ needs about $2\times10^7$ counts at 0.1% strain, $4\times10^5$ at 0.2%, and $5\times10^3$ at 0.5%.

The steep rise at small strain follows from the expansion

$$w[L(x-D)-L(x)]=-wD\,L'+\tfrac12wD^2L''-\tfrac16wD^3L'''+\dots$$

The first term looks like a displacement of the whole line. For small $w$, the second fixes only the product $wD^2$. Separating $D$ from $w$ needs the third, whose relative error scales as $1/(wD^3\sqrt N)$ for $N$ counts. At fixed precision, $N\propto w^{-2}D^{-6}$ as $D\to0$. Halving the strain should then cost a factor of 64; between 0.2% and 0.1% the calculation gives 49, as $D$ is not yet very small compared with $G$. This law belongs to the pure Lorentzian. For Gaussian lines, or when a Gaussian broadening is also fitted, the $L''$ term looks like a change of width and is absorbed; then $N\propto D^{-8}$ as $D\to0$, a factor of 256 per halving. An imperfectly known line shape, or a sloping background left out of the fit, would add errors that more counts do not remove.

**Q:** What should I change in the measurement?

**A:** Shorten the absorption depth. Equal shares require $e^{-2t/d}=1/2$, so

$$d=\frac{2t}{\ln2}=43\ \text{nm}.$$

Ultraviolet light at 364 nm has $d$ of roughly 10 nm in silicon. If the scattered light is taken to have the same depth, $2t/d=3$ and $w=95\%$; a greater depth for it would lower this share somewhat. The roles of the lines are exchanged: the wafer is now the weak contribution. With $G$ and $b$ unchanged, a one-line fit at 0.2% strain gives −1.54 cm$^{-1}$ instead of −1.6 cm$^{-1}$, and reports 0.193%.

**Q:** How far can I trust the six percent for a real bonded wafer?

**A:** The thickness, depth and linewidth here are rough but reasonable for such a structure. Strained layers made for transistors have strains of order one percent, so the smaller strains in the table represent weakly strained or partly relaxed layers. Changing one assumption at a time moves the 5.8% share as follows:

- The scattered light, at 471 nm, penetrates deeper. With a rough 600 nm for its depth, the exponent is $t(1/500+1/600)$ per nm and the share is 5.4%.
- The steepest rays of an objective with numerical aperture 0.9 travel obliquely in silicon of index 4.6. Their share is 5.9%.
- A Raman efficiency 1.5 times higher in the layer gives 8.5%.

Line shape affects the fit rather than the share. If dislocations or uneven strain doubled the width of the layer line, the fitted shift at 0.2% strain would drop from −0.068 to −0.025 cm$^{-1}$. With Gaussian lines of the same $G$, the largest fitted shift would be 0.080 instead of 0.072 cm$^{-1}$.

**Q:** And if there is an oxide between layer and wafer?

**A:** Then interference can overturn the estimate. By reciprocity, light scattered at $z$ escapes with an amplitude proportional to the laser field $E(z)$ there, if we neglect the small change of wavelength. The scattering amplitude is thus proportional to $E^2$. Summing the power over the phonon modes gives a signal density proportional to $|E|^4$. In the uniform stack this is again $e^{-2z/d}$, because $|E|^2\propto e^{-z/d}$.

Let the oxide have index $m=1.46$ and thickness $h$, and let silicon have index $n=4.6$, with its absorption ignored for this estimate. With $k_0=2\pi/\lambda$, where $\lambda$ is the vacuum wavelength, the field at the wafer surface is $E=1$ with slope $E'=ink_0$. Continuing it upward through the oxide gives

$$E_{\rm top}=\cos(mk_0h)-\frac{in}{m}\sin(mk_0h).$$

For a quarter-wave oxide, $h=\lambda/4m=79$ nm, the magnitude is $n/m=3.15$, and $|E|^4$ is about 99 times its value at the wafer surface. The field varies within the 15 nm layer, so I integrated the wave equation numerically through the whole stack, with absorption in the silicon. The layer's share of the silicon signal becomes 78%. A half-wave oxide, 158 nm thick, merely reverses the sign of both $E$ and $E'$, and the share returns to 5.8%. Both shares hold for normal incidence and a single wavelength. For the steepest rays at numerical aperture 0.9 the phase thickness of the same oxide is about $0.79\pi$ instead of $\pi$, so the cancellation fails and the aperture must be included as well. For strained silicon on insulator, the oxide thickness must therefore enter the calculation before a missing line is read as missing strain.
